# Inelastic current between detuned quantum dots in an Ohmic bath: a program that tests the result

```python
"""Zero-temperature inelastic current through two detuned, weakly coupled dots.
Result under test (hbar = 1):
  I = 2 pi e Tc^2 P(eps),
  P(eps) = eps^(2 alpha-1) exp(-eps/wc) / (Gamma(2 alpha) wc^(2 alpha)), eps > 0,
so I ~ eps^(2 alpha-1) for eps << wc.
eps: detuning (left level minus right level); Tc: tunnel matrix element;
alpha, wc: strength and cutoff of the bath J(w) = 2 alpha w exp(-w/wc);
GL, GR: filling rate of the left dot, emptying rate of the right dot.
The bath couples as (sigma_z/2) sum g(a+a^dagger), J = sum g^2 delta(w-w_q).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import gamma, loggamma, beta


def correlator(t, alpha, wc, temp=0.0):
    """Closed form of the displacement correlator, also for complex time."""
    log_c = -2 * alpha * np.log(1 + 1j * wc * t)
    if temp > 0:
        x = temp / wc
        log_c = log_c + 2 * alpha * (loggamma(1 + x + 1j * temp * t)
                                     + loggamma(1 + x - 1j * temp * t)
                                     - 2 * loggamma(1 + x + 0j))
    return np.exp(log_c)


def p_numeric(energy, alpha, wc, width=0.0, temp=0.0):
    """(1/pi) Re int_0^inf exp(i E t - width t/2) C(t) dt on a ray turned
    by 45 degrees, where the integrand decays; logarithmic time grid."""
    ray = np.exp(1j * np.sign(energy) * np.pi / 4)
    u = np.linspace(np.log(1e-13 / wc), np.log(80 / abs(energy)), 6001)
    s = np.exp(u)
    t = s * ray
    f = ray * s * np.exp(1j * energy * t - width * t / 2)
    f = f * correlator(t, alpha, wc, temp)
    return np.trapezoid(f.real, u) / np.pi if hasattr(np, "trapezoid") \
        else np.trapz(f.real, u) / np.pi


def p_formula(energy, alpha, wc):
    return (energy ** (2 * alpha - 1) * np.exp(-energy / wc)
            / (gamma(2 * alpha) * wc ** (2 * alpha)))


def current_formula(forward, backward, gl, gr):
    return 1 / (1 / gl + 1 / gr + (1 + backward / gr) / forward)


# ---- correlator against the defining frequency integral, zero and finite T
worst_c = 0.0
for temp in (0.0, 0.2):
    for t in (0.7, 3.0):
        a = 0.3

        def real_part(w):
            thermal = 1.0 if temp == 0 else 1 / np.tanh(w / (2 * temp))
            return 2 * a * np.exp(-w) / w * 2 * np.sin(w * t / 2) ** 2 * thermal

        def imag_part(w):
            return 2 * a * np.exp(-w) * np.sin(w * t) / w
        re = quad(real_part, 0, 45, limit=400)[0]
        im = quad(imag_part, 0, 45, limit=400)[0]
        worst_c = max(worst_c, abs(np.exp(-re - 1j * im)
                                   - correlator(t, a, 1.0, temp)))
assert worst_c < 1e-8

# ---- spectrum and its low-energy exponent from the time integral
worst_p = 0.0
exponents = []
for a in (0.1, 0.3, 0.5, 0.7, 0.9):
    for e in (0.01, 0.3, 2.0):
        worst_p = max(worst_p, abs(p_numeric(e, a, 1.0)
                                   / p_formula(e, a, 1.0) - 1))
        assert abs(p_numeric(-e, a, 1.0)) < 1e-8   # no energy from a cold bath
    slope = np.log(p_numeric(2e-4, a, 1.0) / p_numeric(1e-4, a, 1.0)) / np.log(2)
    exponents.append((a, slope))
    assert abs(slope - (2 * a - 1)) < 1e-3
assert worst_p < 1e-6

# ---- detailed balance at finite temperature
balance = p_numeric(-0.3, 0.2, 1.0, temp=0.1) / p_numeric(0.3, 0.2, 1.0, temp=0.1)
assert abs(balance / np.exp(-3.0) - 1) < 1e-6

# ---- first lifetime correction, for eps << wc and alpha < 1/2
for a in (0.1, 0.2, 0.35):
    shift = p_numeric(1.0, a, 1e6, width=0.01) / p_numeric(1.0, a, 1e6) - 1
    predicted = (1 - 2 * a) / np.tan(2 * np.pi * a) * 0.01 / 2
    assert abs(shift - predicted) < 5e-5

# ---- tunnelling rate: two explicit boson modes, drain as an imaginary energy
levels = 12
mode_w, mode_g = (1.0, 1.7), (0.8, 0.9)
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
ops = [np.kron(lower, one), np.kron(one, lower)]
bath_h = sum(w * b.T @ b for w, b in zip(mode_w, ops))
bath_x = sum(g * (b + b.T) for g, b in zip(mode_g, ops))
test_eps, test_gr, test_tc = 1.3, 0.6, 0.01
ident = np.eye(levels ** 2)
h_left = test_eps / 2 * ident + bath_h + bath_x / 2
h_right = (-test_eps / 2 - 0.5j * test_gr) * ident + bath_h - bath_x / 2
h_all = np.block([[h_left, test_tc * ident], [test_tc * ident, h_right]])
relaxed = np.linalg.eigh(h_left)[1][:, 0]
start = np.concatenate([relaxed, np.zeros(levels ** 2)])
vals, vecs = np.linalg.eig(h_all)
rate_exact = -2 * vals[np.argmax(abs(start @ vecs))].imag
time = np.linspace(0, 120, 60001)
c_modes = np.exp(-sum((g / w) ** 2 * (1 - np.exp(-1j * w * time))
                      for w, g in zip(mode_w, mode_g)))
rate_theory = 2 * test_tc ** 2 * simpson(
    (np.exp((1j * test_eps - test_gr / 2) * time) * c_modes).real, x=time)
assert abs(rate_exact / rate_theory - 1) < 3e-3    # next order is Tc^2/GR^2

# ---- current formula: Lindblad steady state without bath (0, left, right)
gl, gr, tc, eps = 0.7, 0.4, 0.15, 0.5
ham = np.array([[0, 0, 0], [0, eps / 2, tc], [0, tc, -eps / 2]])
jump_in = np.zeros((3, 3))
jump_in[1, 0] = np.sqrt(gl)
jump_out = np.zeros((3, 3))
jump_out[0, 2] = np.sqrt(gr)
i3 = np.eye(3)
liou = -1j * (np.kron(ham, i3) - np.kron(i3, ham.T))
for jump in (jump_in, jump_out):
    n = jump.T @ jump
    liou = liou + np.kron(jump, jump) - 0.5 * (np.kron(n, i3) + np.kron(i3, n.T))
system = np.vstack([liou, i3.reshape(1, 9)])
rhs = np.zeros(10, complex)
rhs[-1] = 1
rho = np.linalg.lstsq(system, rhs, rcond=None)[0].reshape(3, 3)
current_lindblad = gr * rho[2, 2].real
elastic = 2 * tc ** 2 * quad(lambda s: np.exp(-gr * s / 2) * np.cos(eps * s),
                            0, 200, limit=500)[0]
current_rates = current_formula(elastic, elastic, gl, gr)
assert abs(current_lindblad / current_rates - 1) < 1e-7
# unequal forward and backward rates: solve the balance equations
fwd, back = 0.3, 0.05
balance_matrix = np.array([[-gl, 0, gr], [gl, -fwd, back], [1, 1, 1]])
occupation = np.linalg.solve(balance_matrix, [0, 0, 1])
assert abs(gr * occupation[2] - current_formula(fwd, back, gl, gr)) < 1e-12

# ---- resistor as Ohmic bath: quantum modes of a discrete LC line
r_over_rk, kappa_test, cells = 0.3, 0.5, 600
r_line = 2 * np.pi * r_over_rk                      # hbar = e = 1
laplacian = (2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1))
laplacian[0, 0] = laplacian[-1, -1] = 1
w2, shape = np.linalg.eigh(laplacian)               # sqrt(L C) = 1, C = 1/R
w_line = np.sqrt(np.maximum(w2, 0))
g2 = kappa_test ** 2 * shape[0] ** 2 * w_line * r_line / 2
top = 30
edge = (w_line[top] + w_line[top + 1]) / 2
alpha_line = g2[:top + 1].sum() / edge ** 2
alpha_rule = kappa_test ** 2 * r_over_rk
assert abs(alpha_line / alpha_rule - 1) < 0.01      # finite line and lattice


# ---- RC cutoff J = 2 alpha w/(1+w^2), energies in units of 1/(RC)
def rc_series(alpha, terms=161):
    a = np.zeros(terms)
    a[0] = 1
    for n in range(2, terms, 2):
        m = np.arange(2, n + 1, 2)
        total = np.sum((-1.0) ** (m // 2) * a[n - m]
                       * beta(m + 1, 2 * alpha + n - m))
        a[n] = 2 * alpha * total * (2 * alpha + n) / n
    return a


def rc_factor(x, coeff):
    return np.polynomial.polynomial.polyval(x, coeff)


a, tau = 0.2, 20.0
coeff = rc_series(a)


def rc_exponent(w):
    return -np.expm1(-w * tau) / (w * (1 + w * w))


direct = np.exp(-2 * a * (quad(rc_exponent, 0, 1)[0]
                          + quad(rc_exponent, 1, np.inf)[0]))
laplace = quad(lambda e: np.exp(-tau * e) * rc_factor(e, coeff), 0, 0.9,
               weight="alg", wvar=(2 * a - 1, 0))[0]
laplace /= gamma(2 * a) * np.exp(2 * a * np.euler_gamma)
assert abs(laplace / direct - 1) < 1e-6

# ---- worked example: silicon double dot with resistive lead (rough values)
q, hbar, kb = const.e, const.hbar, const.k
micro = 1e-6 * q                                   # one micro-eV in joule
resistance, kappa, shunt = 1.0e4, 0.5, 1.0e-16
tc, gl, gr, temperature = 0.3, 1.0, 1.0, 0.030
valley, margin = 200.0, 200.0
r_k = const.h / q ** 2
alpha = kappa ** 2 * resistance / r_k
w_rc = hbar / (resistance * shunt) / micro
wc = np.exp(np.euler_gamma) * w_rc
kt = kb * temperature / micro
to_rate = micro / hbar
to_pa = q * to_rate * 1e12
coeff = rc_series(alpha)
xi, speed, density, distance = 10 * q, 5.0e3, 2330.0, 1.0e-7


def phonon_strength(energy):
    """Deformation-potential J of two point-like dots, in micro-eV."""
    wave = energy * micro / (hbar * speed)
    angle = quad(lambda c: 0.5 * (1 - np.cos(wave * distance * c)), -1, 1)[0]
    return xi ** 2 * wave ** 3 * angle / (2 * np.pi ** 2 * density
                                          * speed ** 2) / micro


print(f"two-mode rate, diagonalization: {rate_exact:.6e} (model units)")
print(f"two-mode rate, time integral: {rate_theory:.6e} (model units)")
print(f"no-bath current, Lindblad: {current_lindblad:.6f} (model units)")
print(f"no-bath current, rate formula: {current_rates:.6f} (model units)")
print(f"LC-line alpha: {alpha_line:.5f}; kappa^2 R/R_K: {alpha_rule:.5f}")
print(f"largest relative error of P formula: {worst_p:.1e}")
for a, slope in exponents:
    print(f"alpha {a:.1f}: numerical low-energy exponent {slope:.4f}")
print(f"R = {resistance/1e3:.1f} kOhm, kappa = {kappa:.2f}, "
      f"C_s = {shunt*1e15:.2f} fF")
print(f"R_K = {r_k/1e3:.4f} kOhm, alpha = {alpha:.5f}, "
      f"2 alpha-1 = {2*alpha-1:.5f}")
print(f"hbar/(R C_s) = {w_rc:.2f} ueV, effective cutoff wc = {wc:.2f} ueV")
print(f"Tc = {tc:.2f} ueV, GL = {gl:.2f} ueV, GR = {gr:.2f} ueV")
print(f"T = {temperature*1e3:.1f} mK, kT = {kt:.3f} ueV")
print(f"Gamma function at 2 alpha = {gamma(2*alpha):.5f}")
detunings = (20.0, 50.0, 100.0)
ideal, corrected = [], []
for e in detunings:
    p_law = e ** (2 * alpha - 1) / (gamma(2 * alpha) * wc ** (2 * alpha))
    rate = 2 * np.pi * tc ** 2 * p_law
    p_zero = p_numeric(e, alpha, wc)
    thermal = p_numeric(e, alpha, wc, temp=kt) / p_zero
    lifetime = p_numeric(e, alpha, wc, width=gr) / p_zero
    both = p_numeric(e, alpha, wc, width=gr, temp=kt) / p_zero
    rc = rc_factor(e / w_rc, coeff)
    forward = rate * rc * both
    backward = 2 * np.pi * tc ** 2 * p_numeric(-e, alpha, wc, gr, kt)
    full = current_formula(forward, backward, gl, gr)
    excited = p_numeric(e - valley, alpha, wc, gr, kt) / p_law
    ideal.append(rate * to_pa)
    corrected.append(full * to_pa)
    print(f"eps = {e:.0f} ueV: P = {p_law:.5e} /ueV, rate = {rate:.4e} ueV")
    print(f"  power-law current = {rate*to_pa:.4f} pA = {rate*to_rate:.3e} "
          "electrons/s")
    print(f"  temperature {100*(thermal-1):+.2f} %, "
          f"lifetime {100*(lifetime-1):+.2f} %")
    print(f"  RC cutoff {100*(rc-1):+.3f} %, exponential cutoff "
          f"{100*(np.exp(-e/wc)-1):+.2f} %")
    print(f"  saturation and backflow {100*(full/forward-1):+.3f} %, "
          f"(2Tc/eps)^2 = {100*(2*tc/e)**2:.4f} %")
    print(f"  phonon/resistor J ratio = "
          f"{100*phonon_strength(e)/(2*alpha*e):.4f} %, "
          f"excited valley {100*excited:.3f} %")
    print(f"  corrected current = {full*to_pa:.4f} pA")
span = np.log(detunings[-1] / detunings[0])
print(f"current ratio 20 to 100 ueV, power law = {ideal[0]/ideal[-1]:.4f}")
print(f"mean exponent of corrected current = "
      f"{np.log(corrected[-1]/corrected[0])/span:.4f}")
print(f"silicon inputs: deformation potential {xi/q:.0f} eV, "
      f"sound speed {speed:.0f} m/s")
print(f"silicon inputs: density {density:.0f} kg/m3, "
      f"dot distance {distance*1e9:.0f} nm")
print(f"valley splitting = {valley:.0f} ueV, bias margin = {margin:.0f} ueV")
print(f"lead tail GR/(2 pi margin) = {100*gr/(2*np.pi*margin):.3f} %")
print("all tests passed")
```

Output:

```
two-mode rate, diagonalization: 1.366686e-04 (model units)
two-mode rate, time integral: 1.366856e-04 (model units)
no-bath current, Lindblad: 0.025873 (model units)
no-bath current, rate formula: 0.025873 (model units)
LC-line alpha: 0.07486; kappa^2 R/R_K: 0.07500
largest relative error of P formula: 1.3e-12
alpha 0.1: numerical low-energy exponent -0.8001
alpha 0.3: numerical low-energy exponent -0.4001
alpha 0.5: numerical low-energy exponent -0.0001
alpha 0.7: numerical low-energy exponent 0.3999
alpha 0.9: numerical low-energy exponent 0.7999
R = 10.0 kOhm, kappa = 0.50, C_s = 0.10 fF
R_K = 25.8128 kOhm, alpha = 0.09685, 2 alpha-1 = -0.80630
hbar/(R C_s) = 658.21 ueV, effective cutoff wc = 1172.32 ueV
Tc = 0.30 ueV, GL = 1.00 ueV, GR = 1.00 ueV
T = 30.0 mK, kT = 2.585 ueV
Gamma function at 2 alpha = 4.74886
eps = 20 ueV: P = 4.78533e-03 /ueV, rate = 2.7060e-03 ueV
  power-law current = 0.6587 pA = 4.111e+06 electrons/s
  temperature +0.92 %, lifetime +2.91 %
  RC cutoff -0.077 %, exponential cutoff -1.69 %
  saturation and backflow -0.569 %, (2Tc/eps)^2 = 0.0900 %
  phonon/resistor J ratio = 0.0049 %, excited valley 0.065 %
  corrected current = 0.6801 pA
eps = 50 ueV: P = 2.28588e-03 /ueV, rate = 1.2926e-03 ueV
  power-law current = 0.3146 pA = 1.964e+06 electrons/s
  temperature +0.13 %, lifetime +1.21 %
  RC cutoff -0.481 %, exponential cutoff -4.18 %
  saturation and backflow -0.262 %, (2Tc/eps)^2 = 0.0144 %
  phonon/resistor J ratio = 0.1729 %, excited valley 0.189 %
  corrected current = 0.3165 pA
eps = 100 ueV: P = 1.30718e-03 /ueV, rate = 7.3919e-04 ueV
  power-law current = 0.1799 pA = 1.123e+06 electrons/s
  temperature +0.03 %, lifetime +0.64 %
  RC cutoff -1.896 %, exponential cutoff -8.18 %
  saturation and backflow -0.146 %, (2Tc/eps)^2 = 0.0036 %
  phonon/resistor J ratio = 1.9498 %, excited valley 0.694 %
  corrected current = 0.1775 pA
current ratio 20 to 100 ueV, power law = 3.6608
mean exponent of corrected current = -0.8347
silicon inputs: deformation potential 10 eV, sound speed 5000 m/s
silicon inputs: density 2330 kg/m3, dot distance 100 nm
valley splitting = 200 ueV, bias margin = 200 ueV
lead tail GR/(2 pi margin) = 0.080 %
all tests passed
```
